# Why ion depletion makes close neighbours rare in progressive electrodeposition

**Question.** Metal nuclei appear one after another at random places on a flat, uniform electrode held at constant potential. Why do fewer of them have a close neighbour than Poisson statistics predict for the same number of nuclei per area, and how large is the deficit?

**Answer.** A growing nucleus consumes ions, so the solution around it is depleted. The driving force for forming another nucleus is therefore lower nearby than far away. The critical nucleus contains several atoms, so its rate of formation reacts to a small loss of concentration with a much larger relative loss. A close neighbour must either be born before the depletion has spread to its site, or form there at a reduced rate.

A nucleation rate that is the same everywhere would not do this. It may fall with time and lower the number of nuclei, but their positions stay independent. The deficit needs a rate that varies in space around existing nuclei.

**What Poisson statistics predict**

Let $N$ be the number of nuclei per area actually reached. Divide a disc of radius $r$ around one nucleus into $k$ small cells. If positions are independent, each cell is empty with probability $1-\pi r^2N/k$, and all are empty with probability $(1-\pi r^2N/k)^k\to e^{-\pi Nr^2}$ as $k\to\infty$. Hence

$$P_{\rm Poisson}(\text{nearest}<r)=1-e^{-\pi N r^2}.$$

**The depletion around one nucleus**

Take a hemisphere of age $\tau$ and radius $R$ on an inert plane. No ions cross the plane, so reflection in it turns the problem into diffusion around a full sphere. Excess supporting electrolyte suppresses migration, the solution is at rest, and growth is limited by diffusion. The concentration is $c_b$ far away. At the metal surface it is the equilibrium value at the applied potential,

$$c_{\rm eq}=c_b e^{-S_0},\qquad S_0=\frac{zF|\eta|}{R_gT},$$

where $\eta$ is the overpotential, $z$ the ion charge, $F$ the Faraday constant and $R_g$ the gas constant.

Seek a solution that depends on $s=r/(2\sqrt{D\tau})$ alone. Then $\partial s/\partial\tau=-s/(2\tau)$ and $\partial s/\partial r=1/(2\sqrt{D\tau})$, and the diffusion equation becomes

$$-\frac{s}{2\tau}c'=\frac{1}{4\tau}\left(c''+\frac{2}{s}c'\right)
\;\Rightarrow\; c''+\left(\frac2s+2s\right)c'=0
\;\Rightarrow\; c'=A\,\frac{e^{-s^2}}{s^2}.$$

Integrating from $s$ to infinity, by parts, gives $c_b-c=A\,\Phi(s)$ with

$$\Phi(s)=\int_s^\infty\frac{e^{-y^2}}{y^2}dy=\frac{e^{-s^2}}{s}-\sqrt\pi\,{\rm erfc}(s).$$

The surface sits at a fixed value $s=\lambda$, so $R=2\lambda\sqrt{D\tau}$. The surface concentration fixes $A=(c_b-c_{\rm eq})/\Phi(\lambda)$. With $u=c/c_b$ and $u_{\rm eq}=e^{-S_0}$,

$$u=1-(1-u_{\rm eq})\frac{\Phi(s)}{\Phi(\lambda)}.$$

The arriving ions build the metal, of molar volume $V_m$. Neglecting the few ions in the solution displaced by the deposit, $\dot R/V_m=D\,\partial c/\partial r$ at the surface:

$$\frac{\lambda}{V_m}\sqrt{\frac D\tau}=\frac12\sqrt{\frac D\tau}\,\frac{c_b-c_{\rm eq}}{\Phi(\lambda)}\frac{e^{-\lambda^2}}{\lambda^2}
\;\Rightarrow\;2\lambda^3e^{\lambda^2}\Phi(\lambda)=V_m(c_b-c_{\rm eq}).$$

For a dilute solution $\lambda\ll1$. Then $\Phi(\lambda)\approx1/\lambda$, and for $r\ll2\sqrt{D\tau}$ and $u_{\rm eq}\ll1$ the profile is simply $u\approx1-R/r$. Depletion thus reaches many radii beyond the metal. At larger distances the transient solution cuts off the slow $1/r$ tail.

**From concentration to nucleation rate**

At fixed electrode potential, the local supersaturation per atom, in units of $k_BT$, is

$$S=S_0+\ln u.$$

In classical nucleation theory a cluster of $n$ atoms costs $\Delta G/k_BT=-nS+an^{2/3}$, where the second term is the surface energy. Setting the derivative to zero gives $S=\tfrac23a\,n_c^{-1/3}$, so $a\,n_c^{2/3}=\tfrac32n_cS$. The barrier is then $\tfrac32n_cS-n_cS=\tfrac12n_cS$. Since $n_c\propto S^{-3}$, the barrier varies as $S^{-2}$. Let $n^*$ be the critical size far from any nucleus, and let attachment be proportional to concentration. The local rate $J$ relative to the far rate $J_0$ is

$$h=\frac{J}{J_0}=u\exp\left\{-\frac{n^*S_0}{2}\left[\left(\frac{S_0}{S}\right)^2-1\right]\right\}.$$

Differentiating the logarithm gives $1+n^*(S_0/S)^3$, so at $u=1$

$$\frac{d\ln h}{d\ln u}=n^*+1,\qquad h\approx1-(n^*+1)(1-u)\quad\text{for weak depletion}.$$

In the factor $n^*+1$, the 1 is the slower arrival of ions, and $n^*$ is the reduced supersaturation.

**From the rate to the neighbour statistics**

Let nucleation last a time $t$. Two nuclei a distance $r$ apart were born at times differing by some $\tau$, and the later one formed at the rate $J_0h(r,\tau)$. Birth times with difference $\tau$ carry the weight $2(t-\tau)$, the 2 because either may be the older. Dividing the pair density by the Poisson value $(J_0t)^2$ gives, to leading order in the density of nuclei,

$$g(r)=\frac{2}{t^2}\int_0^t(t-\tau)\,h(r,\tau)\,d\tau .$$

If $h=1$, then $g=1$. Depletion makes $h<1$, and so $g<1$.

At small $r$ the nuclei must be nearly the same age. Put $\tau=r^2/(4Ds^2)$, so that $|d\tau|=r^2ds/(2Ds^3)$, and replace $t-\tau$ by $t$:

$$g\approx\frac{r^2}{r_c^2},\qquad r_c^2=\frac{Dt}{\kappa},\qquad \kappa=\int_\lambda^\infty\frac{h}{s^3}\,ds .$$

The integral starts at $\lambda$ because no nucleus can form on the area already covered.

The mean number of neighbours within $r$ is $2\pi N\int_0^r g\,r'dr'$. Neglecting correlations among the neighbours themselves,

$$P(\text{nearest}<r)\approx1-\exp\left(-2\pi N\int_0^r g\,r'dr'\right).$$

These formulas need sparse nuclei, which can be quantified. A nucleus of age $\tau$ removes nucleation from an effective area $\int(1-h)2\pi r\,dr=4\alpha D\tau$, with $\alpha=2\pi\int_0^\infty(1-h)s\,ds$. A pure $1/r$ profile would make this area infinite; the transient keeps it finite. At time $t'$ the excluded fraction is $\int_0^{t'}J_0\,4\alpha D\tau\,d\tau=2\alpha DJ_0t'^2$. Integrating the remaining rate gives

$$N\approx J_0t\left(1-\tfrac23\alpha DJ_0t^2\right),$$

and the correction must be small compared with 1.

**Numbers for lead**

Consider Pb(II) at 10 mmol/L, $z=2$, $|\eta|=100$ mV, 298.15 K and $t=5$ s. Rough values are $D=10^{-5}$ cm²/s and $V_m=18$ cm³/mol. The critical size $n^*=8$ and the rate $J_0=1000$ cm⁻² s⁻¹ are chosen model values.

Here $S_0=7.78$ and $V_m(c_b-c_{\rm eq})=1.80\times10^{-4}$, which gives $\lambda=0.00957$. The oldest nucleus has

$$R=\lambda\,(2\sqrt{Dt})=0.00957\times141.4\ \mu{\rm m}=1.35\ \mu{\rm m}.$$

At 20 µm from it, $u=0.947$. The supersaturation has dropped by $-\ln0.947=0.054$, or 0.7 % of $S_0$, equivalent to 0.70 mV of overpotential. Yet the rate is down to 0.61 of its far value, close to $0.947^9$. It is halved at 15.4 µm, or 11.4 radii.

The small-distance scale is $r_c=6.8$ µm. The quadratic law gives $g=0.021$ at 1 µm, as does the full integral. At 5 µm it gives 0.53 against 0.33, so it is a law for the closest pairs, as long as growth is limited by diffusion. At 1 µm the effective time window for the second birth is about $gt/2=0.05$ s out of 5 s.

With $\alpha=0.203$, the predicted loss of nuclei is $\tfrac23(0.203)(10^{-5})(1000)(25)=0.034$, so the sparse limit is reasonable. A random nucleation simulation with the same $h$, but with the depletions of all earlier nuclei added, gave a loss of 0.0325 and $N=4837$ cm⁻². It let each nucleus grow as if isolated, so it tests the pair statistics and not the growth of competing nuclei. For distances of 0–10, 10–20 and 20–40 µm, the pair density relative to Poisson is 0.42, 0.74 and 0.90, both from the formula and in the simulation.

Within 20 µm, $\pi Nr^2=0.0608$, so Poisson statistics give 5.9 % of nuclei a neighbour that close. The mean of $g$ over this disc is 0.662, and

$$P(\text{nearest}<20\ \mu{\rm m})\approx1-e^{-0.0608\times0.662}=3.9\,\%.$$

The simulation gives 3.95 %. One third of the expected close neighbours are missing. This share depends on the chosen critical size: with the other inputs unchanged, it is roughly one fifth for $n^*=3$ and one half for $n^*=15$. The mean nearest distance shows much less: 73.7 µm in the simulation against 71.9 µm for Poisson, because most nearest neighbours lie where depletion is weak.

**Which part of the mechanism matters?**

Keep the growth and the 5 s duration fixed, and switch on the effects in turn. With covered area alone, $h=0$ once $R(\tau)>r$. For $y=r^2/R^2<1$, with $R$ the final radius, this gives $g=2y-y^2$. The missing area is $\pi R^2\int_0^1(1-y)^2dy=\pi R^2/3$. Relative to the 20 µm disc this is $1.35^2/(3\times20^2)=0.15$ %, a pair ratio of 0.9985. (The numerical output shows 0.9990 because its distance grid barely resolves the covered disc.) Adding the slower arrival of ions gives 0.943. Adding the reduced supersaturation gives 0.662. In this example the supersaturation causes most of the deficit.

Progressive birth matters too. If the same nominal density $J_0t$ is produced in 0.05 s at a hundredfold rate, the formula gives about 0.99 within 20 µm. The simulated value is 0.999; that finite sample does not resolve so small a deficit. Nuclei born almost together have had little time to deplete one another's sites.

**How far this carries over to a real electrode**

The chosen $n^*$ and $J_0$ are not measured properties of lead, and a continuum surface energy is doubtful for eight atoms. Real charge transfer is also finite. For a rough exchange current density of 0.05 A/cm² and a transfer coefficient of 0.5, it limits growth below a radius of order 0.08 µm and weakens the depletion around young nuclei. A quasi-steady estimate then moves the pair ratio within 20 µm from 0.66 to about 0.71, with an uncertainty of about 0.01 from the quasi-steady approximation. The closest pairs change much more, because their nuclei are nearly the same age: at 1 µm, $g$ rises from 0.02 to about 0.06, and the quadratic law no longer holds there. These shifts depend strongly on the exchange current density. At 0.5 A/cm² the pair ratio within 20 µm is about 0.67. At 0.005 A/cm², where charge transfer limits growth up to about 0.8 µm, it is about 0.94, and most of the deficit is gone. The ohmic drop around a single nucleus, 0.19 mV at a rough 0.1 S/cm, is small beside $R_gT/zF=12.85$ mV. Natural convection, if it restores the bulk concentration about 200 µm from the electrode, has a negligible effect on the close pairs at 5 s. In much longer runs the depletion fields of many nuclei overlap. The sparse formulas then fail, and convection can affect the supply of ions.

The uniform surface is an assumption too. Scratches or clustered active sites can bring nuclei together and hide the deficit, by an amount that depends on the electrode. Counting matters as well: the statistics above count centres, whereas an image may show two merged nuclei as one and so lower the close-pair count further. A measured shortage of close neighbours is therefore evidence for depletion only after merging, the resolution of the image and any regular spacing of the active sites have been considered. Where active sites cluster, the absence of a shortage does not rule depletion out.

## Values computed for the example and the checks

```
temperature 298.15 K, overpotential 100 mV, z = 2
Pb(II) 10 mmol/L, D = 1.0e-05 cm2/s (rough)
molar volume of Pb 18 cm3/mol (rough)
critical size 8 atoms, J0 = 1000 /cm2/s
nucleation time 5.0 s
supersaturation S0 = 7.784 kT, barrier 31.1 kT
equilibrium ratio u_eq = 4.16e-04
V_m(c_b-c_eq) = 1.799e-04, lambda = 0.00957
oldest nucleus radius 1.35 um
diffusion length 2sqrt(Dt) 141.4 um
finite-difference growth / formula 0.99998
largest profile difference 2.4e-06
slope dlnJ/dlnc from free energy 9.000
around the oldest nucleus: r um, u, loss mV, J/J0
    5  0.7418  3.837  0.0589
   10  0.8790  1.657  0.3052
   20  0.9471  0.698  0.6103
   40  0.9801  0.258  0.8343
rate is halved at r = 15.4 um = 11.4 R
alpha = 0.2028, kappa = 106.82, r_c = 6.84 um
excluded area at 5 s 4056 um2
g(1 um): integral 0.02097, law 0.02136
g(5 um): integral 0.3288, law 0.5341
fraction of nuclei lost: formula 0.0338, sim 0.0325
density reached 4837 /cm2, nuclei simulated 232175
pair density / Poisson: band um, formula, sim, pairs
   0-10  0.4211  0.4223  745
  10-20  0.7418  0.7398  3915
  20-40  0.9003  0.9034  19124
  40-80  0.9751  0.9731  82400
pairs within 20 um / Poisson:
  covered area alone 0.9990
  covered area and ion arrival 0.9434
  with supersaturation 0.6616, sim 0.6604
  burst of 0.05 s: 0.9896, sim 0.9989
share of nuclei with nearest neighbour within 20 um:
  Poisson 5.90 %
  formula 3.94 %, sim 3.95 %
mean nearest distance: Poisson 71.9 um
  sim 73.7 um, ratio 1.0248
effects left out (rough inputs):
  i0 0.05 A/cm2, transfer coefficient 0.5
  charge-transfer radius 0.079 um
  pairs within 20 um / Poisson becomes 0.7111
  ohmic drop 0.193 mV at 0.1 S/cm
  RT/zF for comparison 12.85 mV
  curvature shift of ln c_eq 0.0054
    at 0.5 J/m2 and the final radius
  sqrt(pi D t) 125 um
  natural convection layer 200 um
```
